\section*{Why electron forces on two nearby defects need not cancel}

\section{What symmetry allows}

Place two identical, spherically symmetric defects in a uniform metal and let electrons drift with velocity \(\mathbf u\). Invert space about the midpoint between the defects. The defects change places, every force changes sign, and so does the drift:
\begin{equation}
\mathbf F_2(\mathbf u)=-\mathbf F_1(-\mathbf u).
\end{equation}
The part of the force that survives at \(\mathbf u=0\) therefore obeys \(\mathbf F_2=-\mathbf F_1\), as action and reaction require. The part linear in \(\mathbf u\) obeys \(\mathbf F_2=+\mathbf F_1\). Two equal forces cancel only if both vanish, and no symmetry makes them vanish.

For unlike defects, labelled by strengths \(\delta_1,\delta_2\), the same inversion gives, for the linear part,
\begin{equation}
\mathbf F_2[\delta_1,\delta_2]=\mathbf F_1[\delta_2,\delta_1].
\label{swap}
\end{equation}

Part of this is unsurprising. Each defect alone feels a wind force along the electron flow, and two such forces add. The interaction is contained in the pair changes
\begin{equation}
\mathbf D_i=\mathbf F_i(\text{both present})-\mathbf F_i(\text{alone}),
\end{equation}
which obey the same symmetry. The question is why \(\mathbf D_1+\mathbf D_2\) differs from zero.

\section{The missing partner is the electron stream}

Treat the electrons as independent and the defects as fixed, elastic potentials \(v_i(\mathbf r-\mathbf R_i)\), with \(V=v_1+v_2\). I set \(\hbar=m=1\) in the derivation. The electrons push defect \(i\) with
\begin{equation}
\mathbf F_i=-\Big\langle\frac{\partial V}{\partial\mathbf R_i}\Big\rangle=\int n\,\nabla v_i\,d^3r ,\qquad n=|\psi|^2 .
\label{force}
\end{equation}
For a state of energy \(E\), define the momentum flux
\begin{equation}
T_{ij}=\mathrm{Re}(\partial_i\psi^*\partial_j\psi)-\delta_{ij}\big(\tfrac12|\nabla\psi|^2-En\big).
\end{equation}
Its divergence, summed over \(j\), is
\begin{align}
\partial_jT_{ij}&=\tfrac12\partial_i|\nabla\psi|^2+\mathrm{Re}(\partial_i\psi^*\nabla^2\psi)-\tfrac12\partial_i|\nabla\psi|^2+E\,\partial_in\nonumber\\
&=(V-E)\partial_in+E\,\partial_in=V\partial_in ,
\end{align}
because \(\nabla^2\psi=2(V-E)\psi\) and \(2\,\mathrm{Re}(\psi\,\partial_i\psi^*)=\partial_in\). Now write \(V\partial_in=\partial_i(Vn)-n\,\partial_iV\) and integrate over a volume on whose surface \(V=0\):
\begin{equation}
\mathbf F_1+\mathbf F_2=-\oint \mathsf T\cdot d\mathbf S .
\end{equation}
The total force equals the momentum that electrons bring in minus what they take out. Momentum is conserved once the electrons are counted, together with the lattice and contacts that sustain their flow.

Outflow by itself is not enough. In equilibrium electrons also cross the surface, but the energy depends on \(\mathbf R_1-\mathbf R_2\) alone, so its derivatives give \(\mathbf F_1+\mathbf F_2=0\). An unbalanced flux is needed, and a current supplies it.

For one incident wave of unit density and wave vector \(\mathbf k\), the pair scatters \(k|f(\hat{\mathbf n})|^2\) electrons per unit time and solid angle into direction \(\hat{\mathbf n}\). Each loses momentum \(k(\hat{\mathbf k}-\hat{\mathbf n})\), so
\begin{equation}
\mathbf F_1+\mathbf F_2=k^2\int|f(\hat{\mathbf n})|^2(\hat{\mathbf k}-\hat{\mathbf n})\,d\Omega_n .
\label{far}
\end{equation}
The amplitude \(f\) is a sum of waves from both defects. Its square contains their interference, which belongs to neither defect alone. Each defect also changes the wave that reaches the other, and so the strength of the wave the other emits. Interference and this rescattering together give \(\mathbf D_1+\mathbf D_2\).

\section{A model with solvable waves}

Let each defect be much smaller than a wavelength and scatter \(s\) waves with phase shift \(\delta_i\). Since \(n\nabla v=\psi^*\nabla(v\psi)-\psi^*v\nabla\psi\), integrating the first term by parts turns Eq.~\eqref{force} into
\begin{equation}
\mathbf F=-2\,\mathrm{Re}\int(v\psi)^*\nabla\psi\,d^3r .
\end{equation}
The source \(v\psi\) acts as \(A\,\delta(\mathbf r-\mathbf R)\) and emits \(A\,g\), where \(g(r)=-e^{ikr}/(2\pi r)\) solves \((E+\frac12\nabla^2)g=\delta(\mathbf r)\). A spherical source exerts no force on itself, because \(\nabla g\) is odd. What remains is the wave \(\varphi_i\) arriving from elsewhere:
\begin{equation}
\mathbf F_i=-2\,\mathrm{Re}[A_i^*\nabla\varphi_i(\mathbf R_i)],\qquad A_i=t_i\varphi_i(\mathbf R_i).
\label{point}
\end{equation}

A phase shift turns the \(s\) part \(\sin kr/kr\) of a plane wave into \(e^{i\delta}\sin(kr+\delta)/kr\). The difference is \(e^{i\delta}\sin\delta\,e^{ikr}/kr\), and it must equal \(t\,g\). With \(s_i=\sin\delta_i\) and \(b_i=s_ie^{i\delta_i}\), this gives \(t_i=-2\pi b_i/k\). One defect alone has \(\nabla\varphi=i\mathbf k\varphi\), hence
\begin{equation}
\mathbf F=-2\,\mathrm{Re}(t^*i\mathbf k)=4\pi s^2\,\hat{\mathbf k}.
\label{single}
\end{equation}

With two defects and \(p_i=e^{i\mathbf k\cdot\mathbf R_i}\), the arriving waves are \(\varphi_1=p_1+gA_2\) and \(\varphi_2=p_2+gA_1\). Eliminating \(A_2\) gives
\begin{equation}
A_1=\frac{t_1(p_1+g\,t_2\,p_2)}{1-t_1t_2g^2},
\label{amp}
\end{equation}
and \(A_2\) follows by exchanging labels.

Consider the forces that the defects exert through each other's waves. With \(C=A_1^*A_2\) and \(\mathbf d=\mathbf R_1-\mathbf R_2\), they are \(-2\,\mathrm{Re}[C\nabla g(\mathbf d)]\) on defect 1 and \(+2\,\mathrm{Re}[C^*\nabla g(\mathbf d)]\) on defect 2, since \(\nabla g\) is odd. They add to
\begin{equation}
2\,\mathrm{Re}[(C^*-C)\nabla g]=4\,\mathrm{Im}\,C\;\mathrm{Im}\nabla g(\mathbf d).
\label{mutual}
\end{equation}
The part with \(\mathrm{Re}\,C\,\mathrm{Re}\nabla g\) obeys action and reaction. The remainder needs a phase difference between the two sources and the part of \(g\) in quadrature with the standing wave, which is what makes \(g\) an outgoing wave. The changed scattering of the incident wave adds a second contribution to the imbalance.

\section{From one wave to a current}

Shift the Fermi sphere by a small \(\mathbf q\) along the electron flow. At zero temperature the occupation changes by \(-\mathbf q\cdot\nabla_kf_0=(\hat{\mathbf k}\cdot\mathbf q)\,\delta(k-k_F)\). With two spins,
\begin{equation}
\mathbf F_i=\frac{2}{(2\pi)^3}\int d^3k\,(\hat{\mathbf k}\cdot\mathbf q)\,\delta(k-k_F)\,\mathbf F_i(\mathbf k)
=\frac{k_F^2}{4\pi^3}\int d\Omega\,(\hat{\mathbf k}\cdot\mathbf q)\,\mathbf F_i(k_F\hat{\mathbf k}).
\label{avg}
\end{equation}
For a single defect, Eq.~\eqref{single} and \(\int\cos^2\theta\,d\Omega=4\pi/3\) give \(F=4k_F^2qs^2/(3\pi)\). Using the electron density \(k_F^3/3\pi^2\), electron flux \(j/e=(k_F^3/3\pi^2)q\) and cross-section \(\sigma=4\pi s^2/k_F^2\), and restoring \(\hbar\),
\begin{equation}
F_{\rm alone}=\frac{j}{e}\,\hbar k_F\,\sigma .
\label{wind}
\end{equation}

Now let the flow run along the defect axis \(z\), with defect 1 upstream, so \(\mathbf d=-R\hat{\mathbf z}\). Write \(x=k_FR\), \(c=\hat{\mathbf k}\cdot\hat{\mathbf z}\) and \(h(x)=e^{ix}/x\). Then \(t_ig=b_ih\), \(\partial_zg(\mathbf d)=(k_F^2/2\pi)h'\), and Eq.~\eqref{amp} expands to
\begin{equation}
A_1=-\frac{2\pi b_1}{k_F}\big(p_1+b_2h\,p_2+b_1b_2h^2p_1+\dots\big).
\end{equation}
The average weights each term by \(c\), so terms in which \(p_1^*p_1\) or \(p_2^*p_2\) multiplies \(\nabla g\) vanish. Three terms remain through order \(x^{-2}\). The second and third terms of \(A_1\) act with the incident gradient, and the direct sources act through \(\nabla g\):
\begin{align}
&4\pi\,\mathrm{Re}[\,i\,b_1^*b_2^*h^*c\,e^{-ixc}],\qquad
4\pi\,\mathrm{Re}[\,i\,(b_1^*)^2b_2^*(h^*)^2c\,],\nonumber\\
&-4\pi\,\mathrm{Re}[\,b_1^*b_2h'e^{ixc}].
\end{align}
The integrals needed are
\begin{align}
\int c\,e^{ixc}d\Omega&=4\pi i\,j_1, & \int c^2e^{\pm ixc}d\Omega&=4\pi M,\qquad M=j_0-\frac{2j_1}{x},
\end{align}
with \(j_0=\sin x/x\) and \(j_1=\sin x/x^2-\cos x/x\). The result is
\begin{align}
D_1\simeq\frac{4k_F^2q}{\pi}s_1s_2\Big\{&\frac{M\sin(x+\delta_1+\delta_2)}{x}
+j_1\,\mathrm{Im}\big[e^{i(\delta_2-\delta_1)}h'\big]\nonumber\\
&+\frac{s_1}{3x^2}\sin(2x+2\delta_1+\delta_2)\Big\}.
\label{D1}
\end{align}
By Eq.~\eqref{swap}, \(D_2\) is the same expression with \(\delta_1\) and \(\delta_2\) exchanged. Omitted terms contain two further passages between the defects and fall as \(x^{-4}\).

\subsection*{Weak defects}

For \(\delta_i\ll1\) and \(\delta_i\ll x\), the last term is of third order. Since \(\mathrm{Im}\,h'=\cos x/x-\sin x/x^2=-j_1\), both changes become equal, even for unlike defects:
\begin{equation}
D_1=D_2=\frac{4k_F^2q}{\pi}\delta_1\delta_2W,\qquad
W=j_0^2-\frac{2j_0j_1}{x}-j_1^2 .
\label{weak}
\end{equation}
At lowest order the pair change has no action--reaction part for this flow direction. As \(x\to0\), \(W\to1/3\), and the total drag becomes proportional to \(\delta_1^2+\delta_2^2+2\delta_1\delta_2=(\delta_1+\delta_2)^2\): the two defects scatter as one stronger defect. At large \(x\), \(W\to-\cos(2x)/x^2\). The sum vanishes at particular separations, near which third-order scattering decides its value.

\subsection*{Distant defects of any strength}

For \(x\gg1\), insert \(M\simeq\sin x/x\), \(j_1\simeq-\cos x/x\) and \(h'\simeq ie^{ix}/x\). The first two terms in Eq.~\eqref{D1}, times \(x^2\), are
\begin{align}
&\sin x\sin(x+\delta_1+\delta_2)-\cos x\cos(x+\delta_2-\delta_1)\nonumber\\
&=\tfrac12[\cos(\delta_1+\delta_2)-\cos(\delta_2-\delta_1)]\nonumber\\
&\quad-\tfrac12[\cos(2x+\delta_1+\delta_2)+\cos(2x+\delta_2-\delta_1)]\nonumber\\
&=-s_1s_2-\cos\delta_1\cos(2x+\delta_2).
\end{align}
Averaged over an oscillation in \(x\), each defect loses drag in proportion to \(s_1^2s_2^2/x^2\). This is mutual shielding. It reduces both forces equally and so cannot cancel between them.

\section{A copper-like example}

Take rough values for copper: 85 electrons per nm\(^3\), hence \(k_F=13.60\) nm\(^{-1}\), and a current density of 1 MA/cm\(^2\). The chosen phase shifts are \(\delta_1=0.5\) and \(\delta_2=0.9\), giving cross-sections of 0.0156 and 0.0417 nm\(^2\). Equation~\eqref{wind} gives for defect 1
\begin{align}
F_{\rm alone}&=\frac{10^{10}}{1.602\times10^{-19}}\,(1.055\times10^{-34})(1.360\times10^{10})(1.56\times10^{-20})\ \mathrm N\nonumber\\
&=8.72\ \mu\mathrm{eV/nm},
\end{align}
where \(1\ \mathrm{eV/nm}=1.602\times10^{-10}\) N. Defect 2 alone feels 23.29 \(\mu\)eV/nm.

The pair changes below use the full amplitudes of Eq.~\eqref{amp} in Eq.~\eqref{point}, with the angular average \eqref{avg} done by numerical quadrature. Forces are in \(\mu\)eV/nm, positive along the electron flow. The last column is the sum from Eq.~\eqref{weak} with \(\delta_i\) replaced by \(\sin\delta_i\).

\begin{center}
\begin{tabular}{ccccc}
\(R\) (nm) & \(D_1\) & \(D_2\) & \(D_1+D_2\) & weak law\\
0.26 & 1.70 & 0.15 & 1.85 & \(-2.31\)\\
0.36 & \(-0.71\) & \(-0.20\) & \(-0.92\) & 2.37\\
0.51 & 0.40 & \(-0.04\) & 0.36 & \(-0.01\)
\end{tabular}
\end{center}

At 0.26 nm the full forces are \(8.72+1.70=10.43\) and \(23.29+0.15=23.44\) \(\mu\)eV/nm (sums of unrounded values). Their total, 33.86, is also the momentum loss rate found from the scattered waves through Eq.~\eqref{far}. The pair sum of 1.85 \(\mu\)eV/nm, or 0.30 fN, consists of \(-3.90\) from the mutual waves, Eq.~\eqref{mutual}, and \(+5.75\) from changed scattering of the incident wave.

The weak law has the wrong sign at the two shorter distances. These phase shifts are not small, and they displace the interference pattern. Equation~\eqref{D1}, which keeps the phases, gives the sign of the computed sum at all three distances. At 0.51 nm the weak law lies close to a zero, \(W=-0.00009\), so it says little about the actual sum.

The two changes also differ in size, and at 0.51 nm in sign. Half their difference, \((D_1-D_2)/2=0.78\) \(\mu\)eV/nm at 0.26 nm, is an action--reaction part. It requires unlike defects: by Eq.~\eqref{swap} it vanishes when \(\delta_1=\delta_2\). When the flow is turned across the axis at the same separation, the changes along the flow are \(-0.53\) and \(-0.73\) \(\mu\)eV/nm, again of equal sign.

The equilibrium interaction is far larger. Summing Eq.~\eqref{point} over all occupied states, with \(\tan\delta_i\) taken proportional to \(k\), gives opposite, repulsive forces of 0.49 eV/nm at 0.26 nm. The value depends on how the phase shifts vary below \(k_F\): \(\delta_i\propto k\) gives 0.43 eV/nm, and an effective range of \(\pm0.05\) nm gives 0.41 to 0.61 eV/nm. The current-induced imbalance is a weak addition to this strong interaction, but the equilibrium forces cancel in the total and cannot hide it there.

\section{How far this describes a metal}

The smallest separation is roughly a neighbour distance in copper, and 1 MA/cm\(^2\) is a representative order of magnitude for a heavily loaded interconnect. The chosen defects would add 0.87 and 2.33 \(\mu\Omega\,\)cm per atomic per cent, from \(\Delta\rho=0.01\,\hbar k_F\sigma/e^2\) with one electron per atom. This is a plausible size for point defects in copper, but the phase shifts do not identify particular ones. Nor does the resistivity fix the pair changes: phase shifts \(-0.5\) and \(-0.9\) have the same cross-sections and give \(D_1=-4.9\) and \(D_2=-3.0\) \(\mu\)eV/nm at 0.26 nm.

Some omissions matter little here. At 373 K, averaging over the thermal spread of energies lowers the pair sum at 0.26 nm by 0.06 to 0.10\%, depending on how the phase shifts are taken to vary with energy. A rough resistivity \(\rho=2.2\ \mu\Omega\,\)cm implies a mean free path \(\ell=\hbar k_F/(ne^2\rho)=29.9\) nm, with \(n\) now the mean electron density. The factor \(1-e^{-R/\ell}\) then estimates a 0.9\% loss of wave amplitude on a round trip. The driving field, \(\rho j=220\) V/m, also pulls directly on a charged defect, with 0.22 \(\mu\)eV/nm per unit charge. This adds to the full force, but for a fixed charge and a uniform field it is the same with and without the other defect, so it drops out of \(\mathbf D_i\).

Self-consistent screening is the serious omission. The current raises the electron density on one side of each defect and lowers it equally on the opposite side, and the resulting potential acts on the other defect. Dividing the density change around one isolated defect by the density of states at the Fermi energy, and taking the gradient at 0.26 nm, gives forces of 2.3 and 9.1 \(\mu\)eV/nm per unit charge from defects 1 and 2. This local estimate is too large for rapid oscillations: at wave number \(2k_F\), Thomas--Fermi screening reduces it by a factor 0.31. A single factor is only a guide, because the density change also has a non-oscillating part: solving the Thomas--Fermi equation for it gives about 0.03 and 2.6 \(\mu\)eV/nm from defects 1 and 2. Even so, the force of defect 2 on a unit charge at defect 1 is larger than \(D_1=1.70\) \(\mu\)eV/nm.

Real defects also scatter \(p\) waves. If each defect must screen one unit charge, Friedel's rule \(\delta_s+3\delta_p=\pi/2\) fixes the added phase shift. The separate wind forces are then multiplied by 1.15 and 0.80, and the magnitudes of the backscattered amplitudes by 1.21 and 0.63. The pair numbers, including their signs, therefore hold only for the \(s\)-wave model without self-consistent screening. Copper's band structure, lattice relaxation and inelastic scattering at the defects are left out as well. The table shows the mechanism at realistic scales; it does not predict forces in a copper line.

The momentum argument needs less than the model does. Where scattered waves from two defects overlap, the drag of the pair generally differs from the sum of the separate drags. That difference is an unbalanced force on the defects, and the electron stream carries the compensating change of momentum.
